# Zeeman energy against cyclotron energy for germanium heavy holes: a numerical check

```python
"""Zeeman-to-cyclotron ratio of germanium heavy holes, field B along z.

Result under test: r = E_Z/E_c = g*m/2, with g = 6*kappa and m the in-plane
mass in units of m0; about 0.58 for kappa = 3.41 and m = 0.057.
Light-hole mixing in a well changes this to
  1/m = gamma1 + gamma2 - gamma_h,  g = 6*kappa + 27*q/2 - 2*gamma_h,
  gamma_h = 6*gamma3^2 * sum_l |<l|kz|h>|^2/(E_l - E_h).
Symbols: gamma1..3, kappa, q are Luttinger parameters; J is spin 3/2;
pi = p + A with [pi_x, pi_y] = -i*B; energies are hole energies.
Internal units are atomic units (Bohr magneton = 1/2).
"""
import numpy as np
from scipy import constants as C
from scipy.linalg import eigh

BOHR = C.physical_constants["Bohr radius"][0]
HARTREE_MEV = C.physical_constants["Hartree energy in eV"][0] * 1e3
TESLA = C.e * BOHR**2 / C.hbar          # one tesla in atomic units
NM = 1e-9 / BOHR                        # one nanometre in atomic units

# Inputs of the estimate and of the well (last group: rough typical values)
kappa, mass_bare = 3.41, 0.057
gamma1, gamma2, gamma3 = 13.38, 4.24, 5.69
q_cubic = 0.07
width_nm, offset_mev, field_t = 16.0, 45.0, 1.0
density_cm2, mobility, temperature, eps_r = 2e11, 1e5, 1.0, 16.0
width, offset = width_nm * NM, offset_mev / HARTREE_MEV

# Spin-3/2 matrices, basis order 3/2, 1/2, -1/2, -3/2
raising = np.diag([np.sqrt(3), 2, np.sqrt(3)], 1).astype(complex)
J = [(raising + raising.T) / 2, (raising - raising.T) / 2j,
     np.diag([1.5, 0.5, -0.5, -1.5]).astype(complex)]


def landau_plane(B, n_landau):
    """pi_x, pi_y and their products, cut after multiplication."""
    size = n_landau + 2
    a = np.diag(np.sqrt(np.arange(1, size)), 1)
    px = np.sqrt(B / 2) * (a + a.T)
    py = np.sqrt(B / 2) * (a.T - a) / 1j

    def cut(M):
        return M[:n_landau, :n_landau]
    return ([cut(px), cut(py)],
            [[cut(px @ px), cut(px @ py)], [cut(py @ px), cut(py @ py)]])


def number_plane(kx, ky):
    """The same objects for plain wavevectors at zero field."""
    k = [np.array([[kx]]), np.array([[ky]])]
    return k, [[k[i] @ k[j] for j in range(2)] for i in range(2)]


def well_z(n_z):
    """kz and kz^2 between hard-wall sine states."""
    n = np.arange(1, n_z + 1)
    kz = np.zeros((n_z, n_z), complex)
    for i in n:
        for j in n:
            if (i + j) % 2:
                kz[i - 1, j - 1] = -4j * i * j / (width * (i**2 - j**2))
    return kz, np.diag((n * np.pi / width)**2)


def momentum_products(plane, z_part):
    single, double = plane
    kz, kz2 = z_part
    one_z, one_p = np.eye(len(kz)), np.eye(len(single[0]))
    P = [[None] * 3 for _ in range(3)]
    for i in range(2):
        for j in range(2):
            P[i][j] = np.kron(one_z, double[i][j])
        P[i][2] = P[2][i] = np.kron(kz, single[i])
    P[2][2] = np.kron(kz2, one_p)
    return P


def luttinger(P, B, g1, g2, g3, kap, q, lh_offset):
    """Hole-energy Luttinger Hamiltonian, full cubic symmetry."""
    one = np.eye(len(P[0][0]))
    H = np.kron(np.eye(4), (g1 + 2.5 * g2) / 2 * sum(P[i][i] for i in range(3)))
    for i in range(3):
        H = H - g2 * np.kron(J[i] @ J[i], P[i][i])
        for j in range(3):
            if i != j:
                H = H - g3 * np.kron((J[i] @ J[j] + J[j] @ J[i]) / 2, P[i][j])
    light = (2.25 * np.eye(4) - J[2] @ J[2]) / 2
    local = B * (kap * J[2] + q * J[2] @ J[2] @ J[2]) + lh_offset * light
    return H + np.kron(local, one)


def levels(B, q, lh_offset, n_landau, n_z, count):
    """Lowest levels and their mean Jz."""
    P = momentum_products(landau_plane(B, n_landau), well_z(n_z))
    H = luttinger(P, B, gamma1, gamma2, gamma3, kappa, q, lh_offset)
    E, V = eigh(H, subset_by_index=[0, count - 1])
    weight = (np.abs(V)**2).reshape(4, -1, count).sum(axis=1)
    return E, np.real(np.diag(J[2])) @ weight


# Test: sign of kappa relative to the commutator, from a microscopic model.
# A p-like valence band coupled to an s-like band, projected on J = 3/2.
x, B_test = 5.0, 0.7
P = momentum_products(landau_plane(B_test, 6),
                      (np.array([[0.3]]), np.array([[0.09]])))
orbital = np.zeros((3, 3, 3), complex)
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    orbital[k, i, j], orbital[k, j, i] = -1j, 1j
spin = [np.array([[0, 1], [1, 0]]) / 2, np.array([[0, -1j], [1j, 0]]) / 2,
        np.diag([0.5, -0.5])]
total = [np.kron(orbital[k], np.eye(2)) + np.kron(np.eye(3), spin[k])
         for k in range(3)]
state = np.kron(np.array([-1, -1j, 0]) / np.sqrt(2), np.array([1, 0]))
columns = [state]
for _ in range(3):
    state = (total[0] - 1j * total[1]) @ state
    state = state / np.linalg.norm(state)
    columns.append(state)
one = np.eye(len(P[0][0]))
H6 = -np.kron(np.eye(6), sum(P[i][i] for i in range(3))) / 2
H6 = H6 - B_test * np.kron(np.kron(np.eye(3), spin[2]), one)
for i in range(3):
    for j in range(3):
        unit = np.zeros((3, 3))
        unit[i, j] = 1
        H6 = H6 + 3 * x * np.kron(np.kron(unit, np.eye(2)), P[i][j])
project = np.kron(np.array(columns).T, one)
H4 = luttinger(P, B_test, 2 * x - 1, x, x, x - 1 / 3, 0.0, 0.0)
assert np.allclose(project.conj().T @ H6 @ project, H4, atol=1e-10)

# The estimate, evaluated in SI units
g_bare = 6 * kappa
ratio_bare = g_bare * mass_bare / 2
mu_B = C.physical_constants["Bohr magneton"][0]
zeeman = g_bare * mu_B * field_t / C.e * 1e3
cyclotron = C.hbar * field_t / (mass_bare * C.m_e) * 1e3
assert abs(zeeman / cyclotron - ratio_bare) < 1e-6
assert abs(ratio_bare - 0.58) < 0.005

# Test: light holes pushed far away must return the bare ratio at any field
mass_gamma = 1 / (gamma1 + gamma2)
ratio_gamma = g_bare * mass_gamma / 2
isolated = []
for b in (1.0, 5.0):
    E, jz = levels(b * TESLA, 0.0, 1e6 / HARTREE_MEV, 8, 8, 4)
    assert np.all(np.sign(jz) == [-1, 1, -1, 1])
    isolated.append((E[1] - E[0]) / (E[2] - E[0]))
    assert abs(isolated[-1] - ratio_gamma) < 1e-3
    assert E[1] - E[0] > E[2] - E[1]    # odd-filling gap is the larger

# Light-hole mixing from second-order perturbation theory
E_h = (gamma1 - 2 * gamma2) / 2 * (np.pi / width)**2
n = np.arange(2, 201, 2)
E_l = (gamma1 + 2 * gamma2) / 2 * (n * np.pi / width)**2 + offset
kz_squared = (4 * n / (width * (n**2 - 1)))**2
gamma_h = 6 * gamma3**2 * np.sum(kz_squared / (E_l - E_h))
mass_mix = 1 / (gamma1 + gamma2 - gamma_h)
g_mix = g_bare - 2 * gamma_h
g_mix_q = g_mix + 13.5 * q_cubic

# Test: low-field diagonalization against the corrected mass and g
b = 0.02 * TESLA
for q, g_formula in ((0.0, g_mix), (q_cubic, g_mix_q)):
    E, jz = levels(b, q, offset, 8, 12, 4)
    assert np.all(np.sign(jz) == [-1, 1, -1, 1])
    g_num, inverse_mass = 2 * (E[1] - E[0]) / b, (E[2] - E[0]) / b
    assert abs(g_num / g_formula - 1) < 5e-3
    assert abs(inverse_mass * mass_mix - 1) < 5e-3
    if q == 0.0:                        # even gap is untouched by mixing
        even_num = (E[2] - E[1]) / b
        even_bare = gamma1 + gamma2 - 3 * kappa
        assert abs(even_num / even_bare - 1) < 5e-3


# Test: corrected mass from the zero-field dispersion
def subband(k, angle):
    plane = number_plane(k * np.cos(angle), k * np.sin(angle))
    H = luttinger(momentum_products(plane, well_z(14)), 0.0,
                  gamma1, gamma2, gamma3, kappa, 0.0, offset)
    return eigh(H, eigvals_only=True)[0]


k_small = 0.01 / NM
mass_curve = k_small**2 / 2 / (subband(k_small, 0) - subband(0.0, 0))
assert abs(mass_curve / mass_mix - 1) < 5e-3

# Size of neglected effects
k_F = np.sqrt(2 * np.pi * density_cm2 * 1e4) * BOHR
step = 0.01 * k_F
mass_F = [k_F * 2 * step / (subband(k_F + step, t) - subband(k_F - step, t))
          for t in (0, np.pi / 4)]
E, jz = levels(field_t * TESLA, q_cubic, offset, 16, 10, 14)
assert np.all(np.abs(jz) > 1.3)         # all are heavy-hole levels
up, down = E[jz > 0], E[jz < 0]
ratio_full = [(up[i] - down[i]) / (down[i + 1] - down[i]) for i in (0, 4)]
thermal = C.k * temperature / C.e * 1e3
broadening = C.hbar / (mass_bare * C.m_e * mobility * 1e-4) * 1e3
length_B = np.sqrt(C.hbar / (C.e * field_t))
coulomb = C.e / (4 * np.pi * C.epsilon_0 * eps_r * length_B) * 1e3
filling = density_cm2 * 1e4 * C.h / (C.e * field_t)

print(f"kappa = {kappa}, in-plane mass = {mass_bare} m0")
print(f"gamma1, gamma2, gamma3 = {gamma1}, {gamma2}, {gamma3}")
print(f"g = 6 kappa = {g_bare:.2f}")
print(f"field = {field_t:.1f} T")
print(f"Zeeman energy = {zeeman:.3f} meV")
print(f"cyclotron energy = {cyclotron:.3f} meV")
print(f"ratio, bare estimate = {ratio_bare:.3f}")
print(f"even-filling gap, bare = {cyclotron - zeeman:.3f} meV")
print(f"mass 1/(gamma1+gamma2) = {mass_gamma:.5f} m0")
print(f"ratio with that mass = {ratio_gamma:.4f}")
print(f"isolated holes, diagonalized, 1 T = {isolated[0]:.4f}")
print(f"isolated holes, diagonalized, 5 T = {isolated[1]:.4f}")
print(f"well width = {width_nm:.0f} nm, offset = {offset_mev:.0f} meV")
print(f"heavy-hole ground level = {E_h * HARTREE_MEV:.2f} meV")
print(f"second light-hole level = {E_l[0] * HARTREE_MEV:.1f} meV")
print(f"gamma_h = {gamma_h:.3f}")
print(f"mass with mixing = {mass_mix:.4f} m0")
print(f"mass from dispersion = {mass_curve:.4f} m0")
print(f"g with mixing, q = 0: {g_mix:.2f}")
print(f"g with mixing, q = {q_cubic}: {g_mix_q:.2f}")
print(f"ratio with mixing, q = 0: {g_mix * mass_mix / 2:.3f}")
print(f"ratio with mixing and q = {g_mix_q * mass_mix / 2:.3f}")
print(f"inconsistent: bare g, mixed mass = {g_bare * mass_mix / 2:.3f}")
print(f"even gap / B, a.u., formula = {even_bare:.3f}")
print(f"even gap / B, a.u., low field, mixed = {even_num:.3f}")
print(f"full ratio at {field_t:.0f} T, n = 0: {ratio_full[0]:.3f}")
print(f"full ratio at {field_t:.0f} T, n = 4: {ratio_full[1]:.3f}")
print(f"density = {density_cm2:.1e} cm^-2, filling = {filling:.2f}")
print(f"mass at Fermi wavevector, [100] = {mass_F[0]:.4f} m0")
print(f"mass at Fermi wavevector, [110] = {mass_F[1]:.4f} m0")
print(f"thermal energy at {temperature:.0f} K = {thermal:.3f} meV")
print(f"mobility = {mobility:.0e} cm2/Vs")
print(f"transport broadening hbar/tau = {broadening:.3f} meV")
print(f"magnetic length = {length_B * 1e9:.1f} nm")
print(f"Coulomb energy, eps_r = {eps_r:.0f}: {coulomb:.2f} meV")
print("verified")
```

Output:

```
kappa = 3.41, in-plane mass = 0.057 m0
gamma1, gamma2, gamma3 = 13.38, 4.24, 5.69
g = 6 kappa = 20.46
field = 1.0 T
Zeeman energy = 1.184 meV
cyclotron energy = 2.031 meV
ratio, bare estimate = 0.583
even-filling gap, bare = 0.847 meV
mass 1/(gamma1+gamma2) = 0.05675 m0
ratio with that mass = 0.5806
isolated holes, diagonalized, 1 T = 0.5806
isolated holes, diagonalized, 5 T = 0.5806
well width = 16 nm, offset = 45 meV
heavy-hole ground level = 7.20 meV
second light-hole level = 173.4 meV
gamma_h = 2.629
mass with mixing = 0.0667 m0
mass from dispersion = 0.0667 m0
g with mixing, q = 0: 15.20
g with mixing, q = 0.07: 16.15
ratio with mixing, q = 0: 0.507
ratio with mixing and q = 0.539
inconsistent: bare g, mixed mass = 0.682
even gap / B, a.u., formula = 7.390
even gap / B, a.u., low field, mixed = 7.394
full ratio at 1 T, n = 0: 0.523
full ratio at 1 T, n = 4: 0.411
density = 2.0e+11 cm^-2, filling = 8.27
mass at Fermi wavevector, [100] = 0.0726 m0
mass at Fermi wavevector, [110] = 0.0763 m0
thermal energy at 1 K = 0.086 meV
mobility = 1e+05 cm2/Vs
transport broadening hbar/tau = 0.203 meV
magnetic length = 25.7 nm
Coulomb energy, eps_r = 16: 3.51 meV
verified
```
